Why Oscillator Symmetry Suppresses Flicker-Noise Upconversion, and When It Fails

**Definitions and conventions**

An oscillator obeys dx/dt = F(x). It has a linearly stable limit cycle γ(t) with period T, frequency f0 = 1/T and angular frequency ω0 = 2π/T. A small noise current i(t) enters node 1, whose capacitance is C; positive current charges the node. Voltages are measured from half the supply VDD, and q_max = C·VDD is a fixed charge scale. Spectral densities are one-sided. L(f) is the noise power in one sideband, per hertz, at offset f from the carrier, relative to the carrier power.

Near the cycle each state can be given a phase Θ(x) that advances at the rate ω0 when there is no noise. Two states with equal Θ end up in step. Let Z(t) be the gradient of Θ on the cycle, divided by ω0. Since dΘ/dt = ω0 there,

Z·dγ/dt = 1.

A small displacement δx evolves as dδx/dt = Jδx, where J is the Jacobian of F on the cycle. Its phase offset ω0 Z·δx must stay constant, so (dZ/dt)·δx + Z·Jδx = 0 for every δx, which gives

dZ/dt = −JᵀZ.

The current adds i/C to dv₁/dt. Writing Θ = ω0t + φ, to first order in i,

dφ/dt = ω0 Z₁ i/C = Γ(ω0t+φ) i/q_max, Γ = ω0 VDD Z₁.

Γ is the impulse sensitivity function, the phase advance in radians per injected charge, in units of q_max. Its Fourier series is

Γ(θ) = c0/2 + Σ c_n cos(nθ+θ_n), n ≥ 1,

so its mean over a cycle is ⟨Γ⟩ = c0/2.

**Why slow noise sees the mean**

Let i = I cos(ω_m t), with ω_m far below both ω0 and the rate at which amplitude disturbances decay. The product of i with the nth harmonic oscillates at nω0 ± ω_m. Its integral stays bounded, of order c_n I/(nω0 q_max). The constant term integrates instead to

φ(t) = ⟨Γ⟩ I sin(ω_m t)/(q_max ω_m),

which grows as ω_m falls. For slow current, to first order, the accumulating phase therefore obeys

dφ/dt = ⟨Γ⟩ i/q_max.

A constant current is the limiting case: it shifts the frequency by dω/dI = ⟨Γ⟩/q_max. The zero-frequency coefficient is thus a static property of the oscillator, its frequency pushing by a direct current.

A current of amplitude I at ω0+ω_m takes another path. Its product with the first harmonic contains (|c1|I/2) cos(ω_m t−θ₁), so the peak phase is |c1|I/(2q_max ω_m). Removing c0 does not close this path.

To convert phase into sideband power, take a carrier with φ = φ_p sin(ω_m t) and φ_p ≪ 1:

cos(ω0t+φ) ≈ cos ω0t − φ_p sin(ω_m t) sin(ω0t)
= cos ω0t − (φ_p/2)[cos((ω0−ω_m)t) − cos((ω0+ω_m)t)].

Each sideband has relative power φ_p²/4, half the mean-square phase φ_p²/2. Hence L = S_φ/2. Integrating dφ/dt divides its spectrum by (2πf)², so flicker noise S_I = K/f gives

L(f) = ⟨Γ⟩² K / [2 q_max² (2π)² f³].

This law fails close to the carrier, where the accumulated phase is no longer small.

**Why symmetry removes the mean**

Suppose F(−x) = −F(x) and that inversion maps the cycle onto itself. Then −γ(t) is the same cycle with a time shift s, so −γ(t) = γ(t+s). Applying this twice gives γ(t+2s) = γ(t), so 2s is a multiple of T. A shift s = 0 would require γ = 0, which is no oscillation. Within one period, therefore, s = T/2:

γ(t+T/2) = −γ(t).

Differentiating F(−x) = −F(x) gives J(−x) = J(x), so J along the cycle repeats after T/2. Now define W(t) = −Z(t+T/2). Then

dW/dt = JᵀZ(t+T/2) = −JᵀW,
W·dγ/dt = [−Z(t+T/2)]·[−dγ/dt at t+T/2] = 1.

W satisfies the same equation and normalization as Z. A linearly stable cycle has one neutral direction, along the orbit, so the periodic solution with this normalization is unique and W = Z. Hence Γ(θ+π) = −Γ(θ), and

2π⟨Γ⟩ = ∫₀^π [Γ(θ) + Γ(θ+π)] dθ = 0.

**A ring that can be matched or unmatched**

Consider three identical inverters in a ring. With H = VDD/2, node k obeys

C dv_k/dt = g_p(1−s_k)(H−v_k) − g_n s_k(H+v_k) + i_k,
s_k = ½[1+tanh(v_{k−1}/V_s)].

The pull-up conductance g_p acts when the input is low, the pull-down g_n when it is high. For g_p = g_n = g the right side without noise becomes

g[H − v_k − 2s_kH] = −g[v_k + H tanh(v_{k−1}/V_s)],

which is odd. Matching the two conductances therefore supplies the required symmetry.

The example has C = 20 fF, VDD = 1 V, g_n = 0.4 mS and V_s = 0.1 V, all held fixed while g_p is lowered. The frequency therefore changes as well.

- g_p/g_n = 1.0: f0 = 6.14 GHz, ⟨Γ⟩ = 0 within rounding.
- g_p/g_n = 0.9: f0 = 5.81 GHz, ⟨Γ⟩ = 0.1755.
- g_p/g_n = 0.7: f0 = 4.98 GHz, ⟨Γ⟩ = 0.556.
- g_p/g_n = 0.5: f0 = 3.90 GHz, ⟨Γ⟩ = 0.902.

The physical cancellation appears when the mean is split by the direction in which the node is moving. In the matched ring the rising part contributes about +0.47 and the falling part about −0.47 (±0.4475 on the 160-point time grid, ±0.468 on a fine grid): a positive slow current gives a net phase advance over the rise and an equal net delay over the fall. Within each part Γ takes both signs. The grid locates the turning points only roughly, so each part is accurate to a few hundredths; their sum is not affected. At ratio 0.5 the contributions are about +0.95 and −0.04. The steepest slopes, 6.91 and −8.59 V/ns, differ far less than that, so the ratio of peak slopes does not give the split between the two parts. The slope mismatch still tracks c0 in this family of rings: c0 is 9 to 11 times one minus the ratio of steepest rise to steepest fall.

The frequency shift caused by a small constant current gives ⟨Γ⟩ = 0.9018 at ratio 0.5, the same as the average of Γ. A slow tone tests the accumulation law. With I = 30 nA and ω_m = ω0/250 = 9.80×10⁷ rad/s,

φ_p = 0.9018 × 30×10⁻⁹ / (20×10⁻¹⁵ × 9.80×10⁷) = 13.8 mrad.

Direct integration of the ring equations gives 13.80 mrad, and 6.90 mrad when the tone frequency is doubled. In the matched ring the slow tone leaves 0.0014 mrad. A tone just above the carrier still produces 22.2 mrad there, against 22.5 mrad from |c1| = 4.63. Symmetry has closed the slow path and left the near-carrier path open.

**Why a symmetric waveform is not sufficient**

The proof used the Jacobian, which describes motion beside the cycle as well as on it. A dimensionless oscillator in polar coordinates shows that this matters:

dr/dt = −λ(r−1), dθ/dt = ω + β(r−1)cos θ.

On the cycle r = 1 and x = cos ωt, a perfectly symmetric waveform. Inversion leaves r unchanged and sends θ to θ+π, which reverses the β term, so the dynamics are not odd.

Near the cycle write Θ = θ + g(θ)(r−1). Requiring dΘ/dt = ω to first order in r−1 gives

ωg′ − λg + β cos θ = 0.

Insert g = a cos θ + b sin θ. The sine terms give b = −ωa/λ, and the cosine terms give ωb − λa + β = 0. Therefore a = βλ/(λ²+ω²).

A force added to dx/dt changes r at the rate cos θ and θ at the rate −sin θ per unit force. The sensitivity is −sin θ + g cos θ, whose mean is

⟨Γ_x⟩ = a/2 = βλ/[2(λ²+ω²)].

For λ = 0.5 and β = ω = 1 this is 0.2, and the frequency shift under a constant force gives 0.20000. To first order a slow force leaves the mean radius unchanged, but it makes the radius larger on one side of the cycle and smaller on the other. The factor cos θ in the β term also changes sign between the two sides, so their effects on the frequency add, although the unperturbed waveform shows no asymmetry.

**Why the noise must be stationary**

If the source is modulated by the oscillation, i(t) = α(ω0t) n(t) with n slow, the relevant mean is ⟨Γα⟩. With odd dynamics it still vanishes when α(θ+π) = α(θ), because the product then changes sign after half a cycle. A switching transistor does not meet this condition: a pull-down device conducts mainly in one half of the cycle.

Its effect in the matched ring follows from scaling. Multiplying all six conductances by a common factor speeds up the whole motion by that factor, so

Σ_j ∂ln f0/∂ln g_j = 1.

Rotation of the ring makes the three pull-downs equivalent, and inversion exchanges pull-ups with pull-downs. Each of the six terms is therefore 1/6. The computed value is 0.16667 for both types. Slow conductance fluctuations in the switches modulate the frequency even in the perfectly matched ring.

**From oxide traps to phase noise**

Let each node also carry a balanced source and sink of bias current. These always-on transistors supply the stationary flicker noise. An oxide trap with mean occupancy p and relaxation time τ has occupancy covariance p(1−p)exp(−|t|/τ), and hence the spectrum

4p(1−p)τ/[1+(2πfτ)²].

Take N_t traps per unit volume and energy, uniform in both, with τ = τ0 exp(z/d) at depth z and τ independent of energy. Since p(1−p) = −kT dp/dE, the energy integral is kT. With dz = d·dτ/τ, the depth integral is

4d ∫₀^∞ dτ/[1+(2πfτ)²] = 4d·π/(4πf) = d/f,

provided f lies well inside the range of trap rates. A charge q at the interface shifts the gate voltage by q/(A C_ox), where A is the gate area. Treating every trap in this way gives

S_V = q² N_t kT d/(A C_ox² f), S_I = g_m² S_V.

This overestimates the noise of deeper traps. At depth z in an oxide of thickness t_ox, the shift is smaller by the factor 1−z/t_ox. With τ0 = 0.1 ns, the traps that matter at 1 MHz lie near z = 0.74 nm. In the 2 nm oxide used below, this would lower the noise levels at 1 MHz by about 4 dB, for bias devices and switches alike.

For N_t = 10¹⁷ eV⁻¹cm⁻³, d = 0.1 nm, 300 K, a 2 nm oxide with C_ox = 1.73 µF/cm² and A = 1 µm², f·S_V = 2.23×10⁻¹¹ V². With g_m = 0.1 mS, K = 2.23×10⁻¹⁹ A².

Six independent bias devices multiply L by six. At ratio 0.5 and f = 1 MHz,

L = 6 × 0.9018² × 2.23×10⁻¹⁹ / [2 × (20×10⁻¹⁵)² × (2π)² × 10¹⁸] = 3.4×10⁻¹¹ Hz⁻¹,

or −104.6 dBc/Hz. At ratio 0.9 it is −118.9 dBc/Hz. In the matched ring this first-order term vanishes.

For the switches, take gate area 0.06 µm² and conductance proportional to an on-state overdrive of 0.6 V. Since the gate drive in the matched ring reaches only 0.787 V, this implies a low threshold voltage of about 0.19 V. The proportionality is used only for the on-state. Over the whole swing it would give a midpoint gain of 0.5/0.313 = 1.6, below the gain of 2 that a three-stage ring needs to oscillate. Then f·S_G/g² = 2.23×10⁻¹¹/(0.06×0.6²) = 1.03×10⁻⁹, and in the matched ring

L = ½ × 6 × (1/6)² × (1.03×10⁻⁹/10⁶) × (6140)² = 3.2×10⁻⁹ Hz⁻¹,

or −84.9 dBc/Hz. This counts only the change of on-state conductance. A trap also moves the input voltage at which the switch turns on. That effect is left out here. In this ring model it changes the frequency in the same direction and is the larger one: ln f0 falls by 0.64 per volt of threshold rise in one switch, against 0.28 from the conductance. Including it would raise L by about 10 dB, so the figure is not a full estimate of switch noise. Even so, it exceeds the bias contribution of the ring at ratio 0.5 by about 20 dB. Matching does remove the stationary term, but here another term sets the total flicker-induced phase noise.

**How far the example represents a real ring**

The component values are rough typical ones for a short-channel silicon process, and ratio 0.5 roughly represents equal-width transistors. The tanh switching law, however, is a simple model and is not derived from a transistor characteristic. The frequencies, swings and noise levels therefore illustrate the mechanism and do not predict those of a fabricated ring. The matched nodes swing between −0.287 and +0.287 V, leaving each bias device at least 0.213 V, just above its 0.2 V overdrive. CMOS rings often swing closer to the rails, which would make the bias noise cyclostationary and spoil the assumption. In the unmatched rings the stronger pull-down takes the nodes closer to the lower rail. At ratio 0.9 the sinks keep 0.202 V and barely stay in saturation. At ratios 0.7 and 0.5 they are left with 0.171 and 0.127 V at the lowest point and are out of saturation for 11% and 19% of the cycle. The bias noise figures given for those rings therefore describe ideal stationary sources of the stated strength, not a checked transistor design. The −282 dBc/Hz printed for bias dropout in the matched ring is rounding error and means zero.

Second-order coupling within one node is small. Inversion makes the matched frequency even in I, so a slow offset I produces a local slope proportional to I. For the 2.26 nA rms noise at one node between 10 Hz and 1 MHz, the equivalent ⟨Γ⟩ at that node is 2.2×10⁻⁵. Products of noise currents at different nodes were not calculated.

The smooth 1/f spectrum is doubtful for devices with so few traps. The whole oxide thickness holds on average 5.2 traps per kT of energy in a bias device and 0.31 in a switch. Traps with occupancy between 0.1 and 0.9 span 4.4 kT, so they number about 23 and 1.4, and only some of them have time constants that matter at a given frequency. The switch result is therefore an average over many devices. At 1 MHz the mean occupancy spectrum of a switch is 0.31×(0.1/2)/f = 0.016/f, whereas one trap with p = ½ and 2πfτ = 1 gives 1/(4πf) = 0.080/f. Such a device lies about 7 dB above the mean, while a device without a trap lacks this noise altogether.

An upper estimate of the oxide field, VDD/t_ox = 5 MV/cm, is below the rough 10 MV/cm scale of breakdown. Gate tunnelling noise, mobility fluctuations, supply noise and changes of trap occupancy under switching are left out, and their effect is not estimated here. The full set of values is in the numerical output.

Matching pull-up and pull-down strength is thus a useful design measure when always-on slow current noise matters and the remaining dynamics are also odd. It does not replace reducing the flicker noise of the switches.

Computed values

```
Node capacitance 20 fF, supply 1.0 V, q_max 20 fC
Pull-down conductance 0.4 mS, switching width 0.1 V
Pull-up/pull-down ratio 1.0: frequency 6.140 GHz
  steepest rise 11.12, fall -11.12 V/ns
  Gamma mean: rising part 0.4475, falling part -0.4475
  mean Gamma 1.2e-09 (zero within rounding)
Pull-up/pull-down ratio 0.9: frequency 5.809 GHz
  steepest rise 10.37, fall -10.72 V/ns
  Gamma mean: rising part 0.5615, falling part -0.3860
  mean Gamma 0.1755, c0 0.3510
  bias flicker noise at 1 MHz: -118.9 dBc/Hz
Pull-up/pull-down ratio 0.7: frequency 4.981 GHz
  steepest rise 8.76, fall -9.79 V/ns
  Gamma mean: rising part 0.7432, falling part -0.1873
  mean Gamma 0.5559, c0 1.1118
  bias flicker noise at 1 MHz: -108.8 dBc/Hz
Pull-up/pull-down ratio 0.5: frequency 3.900 GHz
  steepest rise 6.91, fall -8.59 V/ns
  Gamma mean: rising part 0.9453, falling part -0.0434
  mean Gamma 0.9018, c0 1.8036
  bias flicker noise at 1 MHz: -104.6 dBc/Hz
Mean Gamma from constant current, ratio 0.5: 0.9018
Tone amplitude 30 nA, slow tone at f0/250
Slow tone, matched ring: phase 0.00143 mrad
Slow tone, ratio 0.5: 13.803 mrad
  formula 13.801 mrad
Doubled tone frequency, ratio 0.5: 6.901 mrad
Tone above carrier, matched ring: 22.156 mrad
  formula 22.500 mrad, with |c1| 4.6293
Cosine clock: lambda 0.5, beta 1.0, omega 1.0 (dimensionless)
  mean Gamma 0.20000, formula 0.20000
Temperature 300 K, oxide 2 nm, C_ox 1.73 uF/cm2
Trap density 1e+17 /(eV cm3), tunnel depth 0.1 nm
Fastest trap time 0.1 ns
Bias device: area 1.0 um2, current 10 uA
  overdrive 0.2 V, gm 0.10 mS
  gate noise times f 2.23e-11 V2, current noise times f 2.23e-19 A2
Switch device: area 0.06 um2, on overdrive 0.6 V
Matched node swing -0.287 to 0.287 V
Bias dropout, matched: mean 0.0000, -282.0 dBc/Hz
Switch sensitivity dlnf/dlnG: down 0.16667, up 0.16667
Switch flicker noise, matched, 1 MHz: -84.9 dBc/Hz
Rms bias noise per node, 10 Hz to 1 MHz: 2.26 nA
Second-order equivalent mean Gamma, matched: 2.2e-05
Active traps: bias 5.2, switch 0.31
Largest oxide field, supply over thickness: 5.0 MV/cm
```
